\section*{Polarization of Lyman alpha after excitation into m_l = 0}

\section{Problem}

Hydrogen atoms are excited from 1s to 2p by a process with a symmetry axis $z$. The excitation acts on the orbital motion, leaves the electron spin unpolarized, and populates the 2p state with $m_l=0$ alone. The Lyman alpha light is observed along $y$, at right angles to the axis. Let $I_\parallel$ and $I_\perp$ be the intensities polarized along $z$ and along $x$, and let
\begin{equation}
P=\frac{I_\parallel-I_\perp}{I_\parallel+I_\perp}.
\end{equation}
The 2p term has two fine-structure levels, $J=1/2$ and $J=3/2$, separated by an energy $\omega$. Both decay to 1s at the rate $\Gamma$. Hartree atomic units are used, so energies and angular frequencies coincide.

\begin{enumerate}
\item Find $P$ when $\omega\gg\Gamma$ and the detector accepts both lines together.
\item Find the polarization of each line separately.
\item Find $P$ for any ratio $\omega/\Gamma$, and evaluate it for hydrogen.
\item Generalize the first result to cross sections $Q_0$ into $m_l=0$ and $Q_1$ into each of $m_l=\pm1$.
\end{enumerate}

Each excitation is short compared with $1/\omega$; steady excitation is treated as many such independent events. External fields, collisions, cascades from higher levels and reabsorption of the light are excluded. The proton spin is left out at first and restored at the end.

\section{A tempting solution}

The state with $m_l=0$ is the orbital $p_z$. The electric dipole operator does not act on spin, so spin may be ignored. The matrix element of $\mathbf r$ between $p_z$ and 1s points along $z$. The atom therefore radiates like an oscillator along $z$, which gives $I_\perp=0$ and
\begin{equation}
P=1 .
\end{equation}
Fine structure splits the line into two close components, but a detector that adds them should not notice.

\section{Where it fails}

The statement about the dipole operator is correct. The fault is the unstated assumption that the atom is still in $p_z$ when it radiates. Spin-orbit coupling, proportional to $\mathbf L\cdot\mathbf S$, does not conserve $m_l$. It can turn $p_z$ with spin up into $m_l=1$ with spin down, keeping $m_j=1/2$. This takes a time of order $1/\omega$, while the atom waits a time of order $1/\Gamma$ before it emits. If $\omega\gg\Gamma$, the orbital has changed many times before emission.

The condition that matters is thus that the splitting is resolved against the natural width. Whether a spectrometer separates the two lines is a different question, with a different answer.

\section{What the detector measures}

Let $\mathbf n=\mathbf r/r$. The real 2p orbitals and the 1s orbital are
\begin{equation}
p_a=R_{21}(r)\sqrt{\frac{3}{4\pi}}\,n_a,\qquad
1s=\frac{R_{10}(r)}{\sqrt{4\pi}},\qquad a=x,y,z.
\end{equation}
For a real unit polarization vector $\mathbf e$,
\begin{equation}
\langle 1s|\mathbf e\cdot\mathbf r|p_a\rangle
=\frac{\sqrt3}{4\pi}\,\mathcal R\sum_b e_b\int n_bn_a\,d\Omega
=\frac{\mathcal R}{\sqrt3}\,e_a,
\qquad \mathcal R=\int_0^\infty R_{10}R_{21}r^3dr,
\end{equation}
because $\int n_an_b\,d\Omega=(4\pi/3)\delta_{ab}$. Light polarized along $z$ thus comes from the $p_z$ component of the state, and light polarized along $x$ from the $p_x$ component. The final spin is not observed, so probabilities are summed over it. In units where a fully occupied orbital gives intensity 1,
\begin{equation}
I_\parallel=\text{population of }p_z,\qquad
I_\perp=\text{population of }p_x .
\end{equation}
The two lines have slightly different frequency factors. In hydrogen their relative energy difference is $1.664\times10^{-6}/0.375\approx4\times10^{-6}$, which is neglected.

\section{The initial state in terms of $J$}

Write $|m_l,\uparrow\rangle$ and $|m_l,\downarrow\rangle$ for products of orbital and spin states. The stretched state is $|\tfrac32,\tfrac32\rangle=|1,\uparrow\rangle$. Apply $J_-=L_-+S_-$. On the left the factor is $\sqrt{\tfrac{15}{4}-\tfrac34}=\sqrt3$; on the right $L_-$ gives $\sqrt2$ and $S_-$ gives 1. Hence
\begin{equation}
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle .
\end{equation}
The other state with $m_j=1/2$ is orthogonal to it:
\begin{equation}
|\tfrac12,\tfrac12\rangle=-\sqrt{\tfrac13}\,|0,\uparrow\rangle+\sqrt{\tfrac23}\,|1,\downarrow\rangle .
\end{equation}
Reading off the overlaps with $|0,\uparrow\rangle$ gives the initial state
\begin{equation}
|0,\uparrow\rangle=\sqrt{\tfrac23}\,|\tfrac32,\tfrac12\rangle-\sqrt{\tfrac13}\,|\tfrac12,\tfrac12\rangle .
\label{init}
\end{equation}
Spin down needs no separate calculation. Reflection in the $xz$ plane reverses the spin component along $z$, leaves $p_z$ and $p_x$ unchanged, and leaves the spin-orbit interaction invariant. Both spin directions give the same $I_\parallel$ and $I_\perp$, and so does their equal mixture.

\section{Evolution before emission}

The level $J=3/2$ lies higher by $\omega$. Apart from a common phase and the decay, \eqref{init} becomes
\begin{equation}
|\psi(t)\rangle=\sqrt{\tfrac23}\,e^{-i\omega t}|\tfrac32,\tfrac12\rangle-\sqrt{\tfrac13}\,|\tfrac12,\tfrac12\rangle .
\end{equation}
Insert the product states and collect terms:
\begin{equation}
|\psi(t)\rangle=\left(\tfrac23e^{-i\omega t}+\tfrac13\right)|0,\uparrow\rangle
+\tfrac{\sqrt2}{3}\left(e^{-i\omega t}-1\right)|1,\downarrow\rangle .
\end{equation}
The squared amplitudes are
\begin{align}
\left|\tfrac23e^{-i\omega t}+\tfrac13\right|^2&=\tfrac49+\tfrac19+\tfrac49\cos\omega t,\\
\tfrac29\left|e^{-i\omega t}-1\right|^2&=\tfrac49(1-\cos\omega t),
\end{align}
and they add to 1. The orbital $m_l=1$ is $-(p_x+ip_y)/\sqrt2$, so half its population belongs to $p_x$. The two product states have opposite spins and do not interfere once the spin is summed over. Therefore
\begin{equation}
I_\parallel(t)=\frac{5+4\cos\omega t}{9},\qquad
I_\perp(t)=\frac{2-2\cos\omega t}{9}.
\label{time}
\end{equation}
At $t=0$ these are 1 and 0: the tempting solution describes atoms that emit at once. At $\omega t=\pi$ they are $1/9$ and $4/9$, and the light emitted at that moment has polarization $-3/5$.

\section{Average over the decay}

Each 2p orbital decays at the same rate $\Gamma$, whatever the spin. Decay thus multiplies the whole state by one factor and does not disturb the evolution just found. The emission times are distributed as $\Gamma e^{-\Gamma t}$, and with $x=\omega/\Gamma$
\begin{equation}
c\equiv\int_0^\infty\Gamma e^{-\Gamma t}\cos\omega t\,dt
=\operatorname{Re}\frac{\Gamma}{\Gamma-i\omega}
=\frac{1}{1+x^2}.
\end{equation}
A detector that does not time the photons collects the averaged intensities $(5+4c)/9$ and $(2-2c)/9$. The ratio is formed after averaging:
\begin{equation}
P=\frac{(5+4c)-(2-2c)}{(5+4c)+(2-2c)}=\frac{3+6c}{7+2c}.
\label{width}
\end{equation}
For $x\to0$, $c\to1$ and $P\to1$: the atom decays before the spin can act. For $x\to\infty$, $c\to0$ and
\begin{equation}
P=\frac37\approx0.4286 .
\end{equation}
This answers the first question. The approach to the limit follows from
\begin{equation}
P-\frac37=\frac{7(3+6c)-3(7+2c)}{7(7+2c)}=\frac{36\,c}{7(7+2c)} ,
\label{excess}
\end{equation}
which falls as $1/x^2$ for large $x$. At $x=1$ the polarization is still 0.75; at $x=10$ it is 0.436.

\section{The Percival--Seaton argument}

When $\omega\gg\Gamma$, the same answer follows without any time dependence. The Percival--Seaton treatment lets each $J$ level radiate independently, from the part of the state it received in the excitation. The two parts of \eqref{init}, written in product states, are
\begin{align}
J=\tfrac32:&\quad \tfrac23|0,\uparrow\rangle+\tfrac{\sqrt2}{3}|1,\downarrow\rangle,
& I_\parallel&=\tfrac49,& I_\perp&=\tfrac12\cdot\tfrac29=\tfrac19,\\
J=\tfrac12:&\quad \tfrac13|0,\uparrow\rangle-\tfrac{\sqrt2}{3}|1,\downarrow\rangle,
& I_\parallel&=\tfrac19,& I_\perp&=\tfrac12\cdot\tfrac29=\tfrac19 .
\end{align}
The second question is answered at once:
\begin{equation}
P_{3/2}=\frac{4/9-1/9}{4/9+1/9}=\frac35,\qquad P_{1/2}=0 .
\end{equation}
These are limits for $\omega/\Gamma\to\infty$. At finite $x$ the wings of the two lines overlap, and the value assigned to each line depends on the passband. If the spectrum is cut midway between the lines, the corrections are of order $\Gamma/\omega$, giving 0.599 and 0.0045 at $x\approx110$. Adding intensities gives $I_\parallel=5/9$, $I_\perp=2/9$, and again $P=3/7$.

The amplitudes show what has been lost. If the two parts are added before squaring, the $|0,\uparrow\rangle$ amplitudes give $\tfrac23+\tfrac13=1$, and the $|1,\downarrow\rangle$ amplitudes cancel. The full polarization at $t=0$ rests on this interference between the $J$ levels. The interference terms oscillate as $\cos\omega t$ and average away when many oscillations fit into the lifetime.

The line polarizations must be combined with the right weights. The populations of the two levels are $2/3$ and $1/3$, but weighting by them would give $\tfrac23\cdot\tfrac35=\tfrac25$, which is wrong. The proper weight is the intensity seen in the direction of observation, $I_\parallel+I_\perp$, equal to $5/9$ and $2/9$:
\begin{equation}
P=\frac{\tfrac59\cdot\tfrac35+\tfrac29\cdot0}{\tfrac59+\tfrac29}=\frac37 .
\end{equation}
The populations measure emission into all directions, and the $J=3/2$ line is not emitted isotropically.

\section{Other cross sections}

Suppose now that $m_l=1$ and $m_l=-1$ are each excited with cross section $Q_1$, with no coherence between different $m_l$. Divide the excitation into an equal part $Q_1$ in all three orbitals and an excess $Q_0-Q_1$ in $m_l=0$. The equal part, with unpolarized spin, is proportional to the unit matrix in the 2p space. It commutes with the spin-orbit interaction and stays as it is, giving $Q_1$ to each intensity. The excess, which may be negative, behaves as above because the intensities are linear in the initial populations. For $\omega\gg\Gamma$,
\begin{equation}
I_\parallel=Q_1+\tfrac59(Q_0-Q_1),\qquad
I_\perp=Q_1+\tfrac29(Q_0-Q_1).
\end{equation}
Multiply the difference and the sum by 9:
\begin{equation}
P=\frac{3(Q_0-Q_1)}{18Q_1+7(Q_0-Q_1)}=\frac{3(Q_0-Q_1)}{7Q_0+11Q_1}.
\label{ps}
\end{equation}
For $Q_1=0$ this is $3/7$, and for $Q_0=Q_1$ it vanishes. For $Q_0=0$ it is $-3/11\approx-0.273$, where the spinless argument would give $-1$. For $Q_1=Q_0/2$, half of the excited atoms start in $m_l=\pm1$, and $P=1.5/12.5=0.12$.

\section{Numbers for hydrogen}

The following values use nonrelativistic wavefunctions, an infinitely heavy nucleus and leading-order spin-orbit coupling. The Lamb shift and the anomalous magnetic moment of the electron are left out.

\subsection{Splitting}

In the potential $-1/r$ the spin-orbit interaction is $(\alpha^2/2)\,r^{-3}\,\mathbf L\cdot\mathbf S$. From $\mathbf L\cdot\mathbf S=\tfrac12(J^2-L^2-S^2)$ its angular factor is $\tfrac12$ for $J=3/2$ and $-1$ for $J=1/2$, a difference of $3/2$. With $R_{21}=re^{-r/2}/(2\sqrt6)$,
\begin{equation}
\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24},\qquad
\omega=\frac32\cdot\frac{\alpha^2}{2}\cdot\frac1{24}=\frac{\alpha^2}{32}=1.664\times10^{-6}.
\end{equation}

\subsection{Decay rate}

With $R_{10}=2e^{-r}$, the dipole element $d=\langle1s|z|p_z\rangle$ is
\begin{equation}
d=\frac{\mathcal R}{\sqrt3}
=\frac{1}{\sqrt{18}}\int_0^\infty r^4e^{-3r/2}dr
=\frac{1}{\sqrt{18}}\,\frac{4!}{(3/2)^5}=0.7449 .
\end{equation}
Let $E=3/8$ be the photon energy. In a volume $V$ the squared coupling to one mode is $(2\pi E/V)|\mathbf e\cdot\mathbf d|^2$. The density of modes per unit energy and solid angle is $V\alpha^3E^2/(2\pi)^3$, since the speed of light is $1/\alpha$. The sum over polarizations and directions of $|\mathbf e\cdot\mathbf d|^2$ is $8\pi d^2/3$. The golden rule then gives
\begin{equation}
\Gamma=2\pi\cdot2\pi E\cdot\frac{\alpha^3E^2}{(2\pi)^3}\cdot\frac{8\pi}{3}d^2
=\frac43\alpha^3E^3d^2=1.516\times10^{-8}.
\end{equation}

\subsection{Result without proton spin}

The ratio is $x=1.6641\times10^{-6}/1.5162\times10^{-8}=109.75$. In time units, the oscillation period is 91.3 ps and the lifetime 1.595 ns, so about 17 oscillations fit into one mean lifetime. Then $c=1/(1+x^2)=8.30\times10^{-5}$, and \eqref{excess} gives
\begin{equation}
P-\frac37\approx\frac{36}{49}\,c=6.1\times10^{-5}.
\end{equation}
Within this model, hydrogen is very close to the limit $\omega\gg\Gamma$. The finite nuclear mass and the anomalous magnetic moment of the electron would change $x$ from 109.75 to about 110.0, which leaves this conclusion unchanged.

\section{The proton spin}

The neglected proton spin matters more than the finite ratio $x$. The proton moment, $g_p\mathbf I/(2M)$ with $M$ the proton mass, sits in the field of the orbiting electron, $-\alpha^2\mathbf L/r^3$, and in the dipole field of the electron spin, $\alpha^2[\mathbf S-3\mathbf n(\mathbf n\cdot\mathbf S)]/r^3$. The energy is minus moment times field:
\begin{equation}
H_{\rm hf}=\frac{\alpha^2g_p}{2M}\,\frac1{r^3}\,
\mathbf I\cdot\left[\mathbf L-\mathbf S+3\mathbf n(\mathbf n\cdot\mathbf S)\right].
\end{equation}
There is no contact term in 2p, because the orbital vanishes at the nucleus. Diagonalization gives hyperfine intervals of 59.2 MHz for $J=1/2$ and 23.7 MHz for $J=3/2$. The natural width $\Gamma/2\pi$ is 99.8 MHz, so the proton has time to act partly, but not fully.

For $J=1/2$ it changes nothing in the polarization. The excitation leaves $m_j=\pm\tfrac12$ equally filled and the proton unpolarized, a state proportional to the unit matrix, which the interaction cannot alter. For $J=3/2$ the excitation fills $m_j=\pm\tfrac12$, and the proton can move part of this population to $m_j=\pm\tfrac32$.

Take $m_j=\tfrac12$. With proton spin up it mixes with $m_j=\tfrac32$, proton down. Lowering the stretched state of total angular momentum $F=2$ gives
\begin{equation}
|F{=}2,1\rangle=\sqrt{\tfrac34}\,|\tfrac12\rangle|\!\uparrow_p\rangle+\sqrt{\tfrac14}\,|\tfrac32\rangle|\!\downarrow_p\rangle ,
\end{equation}
and $F=1$ is the orthogonal combination. As in the fine-structure calculation, the transferred fraction is $2\cdot\tfrac34\cdot\tfrac14(1-\cos\omega_ht)$, where $\omega_h$ is the $J=3/2$ interval. With proton spin down, $m_j=\tfrac12$ mixes with $m_j=-\tfrac12$, which has the same intensities. Averaging over proton spin and decay, the fraction moved to $|m_j|=\tfrac32$ is
\begin{equation}
w=\frac12\cdot\frac38\cdot\frac{y^2}{1+y^2},\qquad y=\frac{\omega_h}{\Gamma}=\frac{23.68}{99.76}=0.237,
\end{equation}
so $w=0.0100$. An atom with $|m_j|=\tfrac12$ has $(I_\parallel,I_\perp)=(\tfrac23,\tfrac16)$, and one with $|m_j|=\tfrac32$ has $(0,\tfrac12)$. With the level population $\tfrac23$ and the unchanged $J=1/2$ line,
\begin{align}
I_\parallel&=\tfrac49(1-w)+\tfrac19=\tfrac{5-4w}{9},\\
I_\perp&=\tfrac23\left[\tfrac16(1-w)+\tfrac12w\right]+\tfrac19=\tfrac{2+2w}{9},\\
P&=\frac{3-6w}{7-2w}=\frac{2.940}{6.980}=0.4212 .
\end{align}
This estimate takes $\omega\gg\Gamma$ and neglects hyperfine mixing of the two $J$ levels. The numerical solution of the density-matrix equation for all twelve 2p states, $\rho+(i/\Gamma)[H,\rho]=\rho_0$, makes neither simplification. It gives
\begin{equation}
P=0.4213,
\end{equation}
lower than the value without proton spin by 0.0074, or 1.7 percent of that value. The equation is the steady-state balance of excitation, evolution and decay, with $\rho_0$ the state just after excitation. The values are listed in the numerical output.

The value $3/7$ therefore holds for a ${}^2P\to{}^2S$ transition with $\omega\gg\Gamma$ whose hyperfine coupling is absent or too weak to act within the lifetime. It depends on the electron spin being $\tfrac12$; a ${}^3P\to{}^3S$ transition under the same conditions gives 0.366. If the hyperfine intervals were also much larger than $\Gamma$, though still much smaller than $\omega$, then $w=3/16$ and $P=15/53\approx0.283$. In this example the electron spin lowers the time-averaged alignment of the orbital, and the proton spin, acting through the $J=3/2$ level, lowers it further.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ideal limit, m_l = 0 excitation (dimensionless)
J=3/2: population fraction = 0.666667
J=3/2: I_par = 0.444444, I_perp = 0.111111
J=3/2: polarization of this line = 0.600000
J=1/2: population fraction = 0.333333
J=1/2: I_par = 0.111111, I_perp = 0.111111
J=1/2: polarization of this line = 0.000000
Both lines: I_par = 0.555556, I_perp = 0.222222
Both lines: P = 0.428571
Percival-Seaton limit for other cross sections (dimensionless)
Q0 = 1.0, Q1 = 0.0: P = 0.428571
Q0 = 1.0, Q1 = 0.5: P = 0.120000
Q0 = 1.0, Q1 = 1.0: P = 0.000000
Q0 = 0.3, Q1 = 1.0: P = -0.160305
Q0 = 0.0, Q1 = 1.0: P = -0.272727
Finite-width results (dimensionless)
omega/Gamma = 0.0000: P = 1.000000
omega/Gamma = 0.5000: P = 0.906977
omega/Gamma = 1.0000: P = 0.750000
omega/Gamma = 3.0000: P = 0.500000
omega/Gamma = 10.0000: P = 0.435825
omega/Gamma = 109.7526: P = 0.428632
Hydrogen 2p
alpha = 0.007297353 (dimensionless)
<r^-3> = 0.04166667 a.u.
<1s|z|2p_z> = 0.744936 a.u.
photon energy = 0.375000 hartree
Gamma = 1.516233e-08 a.u.
omega = 1.664105e-06 a.u.
lifetime = 1.5953 ns
fine-structure period = 91.330 ps
fine-structure splitting = 10949.3 MHz
natural width Gamma/(2 pi) = 99.76 MHz
P without hyperfine minus 3/7 = 6.099e-05
hyperfine interval, J=1/2 = 59.21 MHz
hyperfine interval, J=3/2 = 23.68 MHz
P with proton hyperfine coupling = 0.42127
P change due to hyperfine coupling = -0.00736
\end{verbatim}
